# Placzek–Teller coefficients and rotational Raman branch fractions of nitrogen

## Problem

A linear molecule in a singlet Σ electronic state scatters light. The light is far from any resonance, and its photon energy is large compared with the rotational spacings. The molecule is a rigid rotor in one vibrational state, with rotational states \(Y_{JM}(\mathbf n)\), where the unit vector \(\mathbf n\) points along the axis. Under these conditions the amplitude for scattering from \(|JM\rangle\) to \(|J'M'\rangle\) is proportional to the matrix element of \(\mathbf e'\cdot\boldsymbol\alpha\cdot\mathbf e\). Here \(\mathbf e\) and \(\mathbf e'\) are the incident and detected polarizations, taken as real unit vectors, and

\[
\alpha_{ij}=a\,\delta_{ij}+\Delta\alpha\,Q_{ij},\qquad
Q_{ij}=n_in_j-\tfrac13\delta_{ij}.
\]

The mean polarizability is \(a\), and \(\Delta\alpha\) is the polarizability along the axis minus that across it. Both are taken as independent of \(J\). Scattering through \(Q_{ij}\) is called anisotropic.

Let \(b(J\to J')\) be the share of the anisotropic strength of level \(J\) that ends in level \(J'\), summed over \(M'\) and averaged over equally populated \(M\).

1. Find \(b(J\to J')\) for every \(J'\).
2. Show that these shares are the same for every choice of \(\mathbf e\) and \(\mathbf e'\), and that \(a\) does not interfere with \(\Delta\alpha\).
3. For \(^{14}\mathrm N_2\) in equilibrium at 300 K, find the fractions of anisotropic strength in the S (\(J'=J+2\)), Q (\(J'=J\)) and O (\(J'=J-2\)) branches.

In part 3 "strength" means the squared matrix element weighted by population. The dependence of radiated power on frequency is left to the second variation.

## Hints

**Hint 1.** Sum the squared matrix elements over all components \(i,j\) as well as over \(M\) and \(M'\). Completeness fixes the normalization.

**Hint 2.** Write each squared element as an integral over two directions, \(\mathbf n\) and \(\mathbf n'\). The addition theorem turns the sums over \(M\) and \(M'\) into Legendre polynomials of \(\mathbf n\cdot\mathbf n'\).

**Hint 3.** The integral that remains is an expansion coefficient. The recurrence for \(xP_J(x)\), used twice, supplies it without any integration.

**Hint 4.** For the polarizations, ask which fourth-rank tensors are unchanged by rotations.

**Hint 5.** For nitrogen, decide which nuclear spin states can accompany even \(J\) and which odd \(J\).

## Solution

### Normalization

Since \(\sum_i n_i^2=1\),

\[
\sum_{ij}Q_{ij}^2=\sum_{ij}n_i^2n_j^2-\tfrac23\sum_i n_i^2+\tfrac19\cdot3
=1-\tfrac23+\tfrac13=\tfrac23 .
\]

By completeness, \(\sum_{J'M'}|\langle J'M'|Q_{ij}|JM\rangle|^2=\langle JM|Q_{ij}^2|JM\rangle\). Summed over \(i,j\) this is \(2/3\) for every \(M\). The share is therefore

\[
b(J\to J')=\frac{3}{2(2J+1)}\sum_{MM'}\sum_{ij}
\left|\langle J'M'|Q_{ij}|JM\rangle\right|^2,
\qquad \sum_{J'}b(J\to J')=1 .
\]

This definition uses all tensor components together. The section on polarization shows that it also gives the shares for any single pair \(\mathbf e,\mathbf e'\).

### Reduction to one integral

Write the matrix element as an integral over \(\mathbf n\) and its complex conjugate as an integral over \(\mathbf n'\). With \(x=\mathbf n\cdot\mathbf n'\), the sum over \(M\) is

\[
\sum_M Y_{JM}(\mathbf n)Y^*_{JM}(\mathbf n')=\frac{2J+1}{4\pi}P_J(x),
\]

and the sum over \(M'\) gives the same form with \(J'\). The tensor factors combine to

\[
\sum_{ij}Q_{ij}(\mathbf n)Q_{ij}(\mathbf n')
=x^2-\tfrac13-\tfrac13+\tfrac13=x^2-\tfrac13=\tfrac23P_2(x),
\]

because \(P_2(x)=(3x^2-1)/2\). The integrand depends on \(x\) alone. For fixed \(\mathbf n'\), the integral over \(\mathbf n\) is \(2\pi\int_{-1}^1dx\), and the integral over \(\mathbf n'\) then gives \(4\pi\). Thus

\[
b(J\to J')=\frac{3}{2(2J+1)}\,
\frac{(2J+1)(2J'+1)}{16\pi^2}\,\frac23\,8\pi^2
\int_{-1}^{1}P_JP_{J'}P_2\,dx ,
\]

which simplifies to

\[
b(J\to J')=\frac{2J'+1}{2}\int_{-1}^{1}P_J(x)P_{J'}(x)P_2(x)\,dx .
\]

Since \(\int_{-1}^1P_{J'}^2\,dx=2/(2J'+1)\), the right side is the coefficient of \(P_{J'}\) when the product \(P_2P_J\) is expanded in Legendre polynomials:

\[
P_2(x)P_J(x)=\sum_{J'}b(J\to J')\,P_{J'}(x).
\]

At \(x=1\) every Legendre polynomial equals 1, which again gives \(\sum_{J'}b=1\).

### The coefficients

The recurrence is

\[
xP_J=\frac{J+1}{2J+1}P_{J+1}+\frac{J}{2J+1}P_{J-1}.
\]

Multiply by \(x\) and apply the recurrence to \(P_{J+1}\) and \(P_{J-1}\):

\[
\begin{aligned}
x^2P_J={}&\frac{(J+1)(J+2)}{(2J+1)(2J+3)}P_{J+2}
+\frac{J(J-1)}{(2J+1)(2J-1)}P_{J-2}\\
&+\left[\frac{(J+1)^2}{(2J+1)(2J+3)}+\frac{J^2}{(2J+1)(2J-1)}\right]P_J .
\end{aligned}
\]

For \(J=0\) and \(J=1\), the terms with a negative index have zero coefficients. Only \(J'=J,\,J\pm2\) occur, which is the selection rule.

The product \(P_2P_J\) is \(\tfrac32x^2P_J-\tfrac12P_J\). The outer coefficients are therefore multiplied by \(3/2\). For the middle one, put the bracket over a common denominator. Its numerator is

\[
(J+1)^2(2J-1)+J^2(2J+3)=4J^3+6J^2-1=(2J+1)(2J^2+2J-1).
\]

The factor \(2J+1\) cancels, and since \((2J-1)(2J+3)=4J^2+4J-3\),

\[
\frac32\,\frac{2J^2+2J-1}{(2J-1)(2J+3)}-\frac12
=\frac{6J^2+6J-3-(4J^2+4J-3)}{2(2J-1)(2J+3)}
=\frac{J(J+1)}{(2J-1)(2J+3)} .
\]

Writing \(b_S,b_Q,b_O\) for the three branches starting from \(J\), the Placzek–Teller coefficients are

\[
\boxed{
\begin{aligned}
b_S(J)&=\frac{3(J+1)(J+2)}{2(2J+1)(2J+3)},\\
b_Q(J)&=\frac{J(J+1)}{(2J-1)(2J+3)},\\
b_O(J)&=\frac{3J(J-1)}{2(2J+1)(2J-1)} .
\end{aligned}}
\]

From \(J=0\) all anisotropic scattering goes into the S branch. That state is spherically symmetric, so the average of \(Q_{ij}\) in it vanishes and there is no Q contribution.

For large \(J\) the coefficients tend to \(3/8,\,1/4,\,3/8\). A classical rotor explains these values. Its axis turns in a plane spanned by perpendicular unit vectors \(\mathbf u,\mathbf v\), so \(\mathbf n=\mathbf u\cos\omega t+\mathbf v\sin\omega t\). The constant part of \(Q\) is \((\mathbf{uu}+\mathbf{vv})/2-\mathbf 1/3\), whose squared components sum to \(\tfrac12-\tfrac23+\tfrac13=\tfrac16\). This is one quarter of the total \(2/3\). The other three quarters oscillate at \(2\omega\) and divide equally between the two shifted frequencies.

### Polarization and the isotropic part

Consider

\[
T_{ijkl}=\frac1{2J+1}\sum_{MM'}
\langle J'M'|Q_{ij}|JM\rangle\langle J'M'|Q_{kl}|JM\rangle^* .
\]

A rotation mixes the states within each complete set of \(M\) or \(M'\) unitarily, so \(T\) is unchanged by rotations. Such a tensor, if also symmetric in \(i,j\) and in \(k,l\), has the form

\[
T_{ijkl}=A\,\delta_{ij}\delta_{kl}+K(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).
\]

Because \(Q\) is traceless, setting \(i=j\) and summing must give zero, so \(3A+2K=0\) and \(A=-2K/3\). Setting \(k=i\), \(l=j\) and summing gives \(3A+12K=10K\). By the definition of \(b\) this equals \(2b/3\), hence \(K=b/15\). Contracting \(T_{ijkl}\) with \(e'_ie_je'_ke_l\) gives the strength for one polarization pair:

\[
\Delta\alpha^2\left[K+(A+K)(\mathbf e\cdot\mathbf e')^2\right]
=b(J\to J')\,\Delta\alpha^2\,\frac{3+(\mathbf e\cdot\mathbf e')^2}{45}.
\]

The polarizations enter through a factor common to all branches, so they do not change the shares.

The isotropic term has matrix elements \(a\,(\mathbf e\cdot\mathbf e')\,\delta_{JJ'}\delta_{MM'}\). Its interference with \(\Delta\alpha\) contains \(\sum_M\langle JM|Q_{ij}|JM\rangle\). This sum is a rotation-invariant second-rank tensor, hence proportional to \(\delta_{ij}\), and it is traceless, hence zero. The isotropic part adds \(a^2(\mathbf e\cdot\mathbf e')^2\) to the unshifted line. The Q fraction asked for here is therefore the anisotropic part of the unshifted line and not the whole of it.

These results rest on equal populations of the \(M\) states. In an aligned gas \(T_{ijkl}\) need not be rotation-invariant, and the argument fails. Near resonance the amplitude need not reduce to the operator \(\alpha_{ij}\) used here.

### Populations of nitrogen levels

The \(^{14}\mathrm N\) nucleus has spin 1 and is a boson, so the total state must be symmetric under exchange of the nuclei. Of the nine spin product states, three have equal projections and are symmetric. The other six form three symmetric and three antisymmetric combinations. There are thus 6 symmetric and 3 antisymmetric spin states.

Exchange of the nuclei reverses \(\mathbf n\) and multiplies \(Y_{JM}\) by \((-1)^J\). The \(\Sigma_g^+\) electronic ground state and the vibrational ground state are symmetric. Hence \(g_J=6\) for even \(J\) and \(g_J=3\) for odd \(J\). With rotational energy \(hcBJ(J+1)\),

\[
p_J=\frac{g_J(2J+1)e^{-\theta J(J+1)}}{\sum_L g_L(2L+1)e^{-\theta L(L+1)}},\qquad
\theta=\frac{hcB}{kT},\qquad
F_X=\sum_Jp_Jb_X(J),
\]

where \(X\) is S, Q or O.

The constant \(B=h/(8\pi^2cI)\) requires the moment of inertia \(I=mr^2/2\), with \(m\) the atomic mass and \(r\) the bond length. Frozen-core CCSD(T) energies in the cc-pVTZ basis give \(r=1.1038\) Å. With the mass of \(^{14}\mathrm N\), close to 14 u and entered as an input in the program, this yields \(I=1.416\times10^{-46}\) kg m² and \(B=1.976\) cm⁻¹. The calculation leaves out core correlation, the rest of the basis set, higher excitations and zero-point vibration. The rigid rotor leaves out centrifugal stretching. The digits of \(r\), \(I\) and \(B\) are those of this model and are carried only to keep the arithmetic consistent. The result is not converged in the basis: the same method in the smaller cc-pVDZ basis gives \(r=1.119\) Å and \(B=1.923\) cm⁻¹, so that one step moves \(r\) by 0.015 Å and \(B\) by 0.05 cm⁻¹. The measured constant of the vibrational ground state is about 1.990 cm⁻¹, 0.7 % above the model value. Using it leaves the branch fractions below unchanged to three decimals.

At 300 K, \(kT/(hc)=208.51\) cm⁻¹, so

\[
\theta=\frac{1.9763}{208.51}=0.009478 .
\]

### Lines and branch fractions

Some populations and coefficients are:

| \(J\) | \(p_J\) | \(b_S\) | \(b_Q\) | \(b_O\) |
|---|---|---|---|---|
| 0 | 0.0126 | 1.0000 | 0.0000 | 0.0000 |
| 1 | 0.0185 | 0.6000 | 0.4000 | 0.0000 |
| 2 | 0.0595 | 0.5143 | 0.2857 | 0.2000 |
| 6 | 0.1100 | 0.4308 | 0.2545 | 0.3147 |
| 7 | 0.0556 | 0.4235 | 0.2534 | 0.3231 |
| 8 | 0.1082 | 0.4180 | 0.2526 | 0.3294 |

The strongest S line starts from \(J=6\), with strength \(0.1100\times0.4308=0.0474\). In an S transition the molecule gains

\[
hcB\left[(J+2)(J+3)-J(J+1)\right]=hcB(4J+6),
\]

so this line lies \(30B\) below the incident wavenumber, which is 59.3 cm⁻¹ with the model \(B\) and 59.7 cm⁻¹ with the measured one. The strongest O line starts from \(J=8\), with strength \(0.1082\times0.3294=0.0356\). It is the reverse transition and lies the same \(30B\) above the incident wavenumber.

Levels up to \(J=12\) hold 81 % of the population, so the sums must go well beyond the table. Carried to convergence, they give

\[
\boxed{F_S=0.437,\qquad F_Q=0.255,\qquad F_O=0.308}
\]

or 43.7 %, 25.5 % and 30.8 % of the anisotropic strength. Raising \(B\) by 2 % changes no fraction by more than 0.0007. The numerical check checks the coefficients against explicit matrix elements and the thermal sums against Legendre quadrature.

The excess of S over O follows from pairing each line with its reverse. The formulas give

\[
(2J+1)b_S(J)=\frac{3(J+1)(J+2)}{2(2J+3)}=(2J+5)b_O(J+2).
\]

Levels \(J\) and \(J+2\) have the same spin weight, so

\[
\frac{p_{J+2}\,b_O(J+2)}{p_J\,b_S(J)}=e^{-(4J+6)\theta}<1 .
\]

For the two strongest lines this ratio is \(e^{-30\times0.009478}=0.75\), in agreement with \(0.0356/0.0474\). Summed over all lines, \(F_O/F_S=0.705\).

The spin weights make neighbouring lines alternate in strength: the S lines from \(J=6,7,8\) have strengths 0.0474, 0.0235 and 0.0452. At 300 K, where many levels are populated, they matter little for whole branches. With equal weights the fractions would be 0.436, 0.257 and 0.307.

## Variation 1: the S–O difference at high temperature

**Question.** Find \(F_S-F_O\) to leading order for \(\theta\ll1\).

**Solution.** Use \((J+1)(J+2)=[(2J+3)^2-1]/4\) and \(J(J-1)=[(2J-1)^2-1]/4\):

\[
\begin{aligned}
(2J+1)(b_S-b_O)
&=\frac32\left[\frac{(J+1)(J+2)}{2J+3}-\frac{J(J-1)}{2J-1}\right]\\
&=\frac38\left[4-\frac1{2J+3}+\frac1{2J-1}\right]\\
&=\frac32\left[1+\frac1{(2J-1)(2J+3)}\right].
\end{aligned}
\]

For small \(\theta\) many levels contribute. The sum over the 1 grows as \(\theta^{-1/2}\), while the sum over the second term stays finite and can be dropped. The alternation of \(g_J\) about its mean also leaves only a finite sum, so the mean weight cancels between numerator and denominator. Replacing the sums by integrals gives

\[
F_S-F_O\approx
\frac{\frac32\int_0^\infty e^{-\theta J^2}dJ}{\int_0^\infty2J\,e^{-\theta J^2}dJ}
=\frac{\frac34\sqrt{\pi/\theta}}{1/\theta}
=\frac34\sqrt{\pi\theta}.
\]

For nitrogen at 300 K this is \(0.75\sqrt{\pi\times0.009478}=0.1294\). The full sum gives 0.1287, so the law is high by about 0.5 % of the full value. The S–O difference \(F_S-F_O\) itself falls only as \(T^{-1/2}\), so at 300 K the branches are still visibly unequal although \(kT\) is about a hundred times \(hcB\). The law fails when \(\theta\) is not small. In the opposite limit, with full equilibrium between even and odd levels, only \(J=0\) is populated and \(F_S-F_O\to1\).

## Variation 2: fractions of scattered power

**Question.** How do the fractions change if they refer to scattered power, with incident light of wavelength 532 nm?

**Solution.** A dipole oscillating at the scattered frequency radiates power proportional to the fourth power of that frequency. Let \(\tilde\nu_0=10^7/532=18797\) cm⁻¹ be the incident wavenumber. Each line strength is then multiplied by \((1-\Delta/\tilde\nu_0)^4\approx1-4\Delta/\tilde\nu_0\), where \(\Delta\) is the energy gained by the molecule in cm⁻¹. It is \(B(4J+6)\) for S, zero for Q and \(-B(4J-2)\) for O.

The total power follows from the mean energy gain of a molecule in level \(J\):

\[
\begin{aligned}
B\left[(4J+6)b_S-(4J-2)b_O\right]
&=3B\,\frac{(J+1)(J+2)-J(J-1)}{2J+1}\\
&=3B\,\frac{4J+2}{2J+1}=6B .
\end{aligned}
\]

This holds for every \(J\), so the thermal average is also \(6B\). To first order the total power is multiplied by

\[
1-\frac{24B}{\tilde\nu_0}=1-\frac{24\times1.976}{18797}=0.9975 .
\]

The Q lines are unshifted, so their fraction becomes \(0.2552/0.9975=0.2558\). The sum with the full fourth power gives

\[
F_S=0.431,\qquad F_Q=0.256,\qquad F_O=0.313 .
\]

The S branch loses about 0.006 and the O branch gains about 0.005. A detector that counts photons measures power divided by photon energy. Its fractions would therefore contain the third power of the scattered frequency in place of the fourth.

## Numbers as computed

```
N2, frozen-core CCSD(T)/cc-pVTZ
bond length: 1.1038 angstrom
atomic mass of nitrogen-14 (input): 14.003 u
moment of inertia: 1.4164e-46 kg m^2
rotational constant B: 1.9763 cm^-1
temperature (input): 300 K
kT/(hc): 208.510 cm^-1
theta = hcB/(kT): 0.009478
spin weights: even J 6, odd J 3
J, population, b_S, b_Q, b_O (all dimensionless)
 0 0.01260 1.00000 0.00000 0.00000
 1 0.01854 0.60000 0.40000 0.00000
 2 0.05951 0.51429 0.28571 0.20000
 3 0.03935 0.47619 0.26667 0.25714
 4 0.09380 0.45455 0.25974 0.28571
 5 0.05214 0.44056 0.25641 0.30303
 6 0.10999 0.43077 0.25455 0.31469
 7 0.05557 0.42353 0.25339 0.32308
 8 0.10823 0.41796 0.25263 0.32941
 9 0.05100 0.41353 0.25210 0.33437
10 0.09326 0.40994 0.25172 0.33835
11 0.04146 0.40696 0.25143 0.34161
12 0.07179 0.40444 0.25121 0.34435
J, S shift (cm^-1), S strength, O shift (cm^-1), O strength
(S shift to lower, O shift to higher wavenumber; total strength 1)
 0 11.86 0.01260 none 0.00000
 2 27.67 0.03060 11.86 0.01190
 4 43.48 0.04264 27.67 0.02680
 6 59.29 0.04738 43.48 0.03461
 7 67.20 0.02354 51.38 0.01795
 8 75.10 0.04524 59.29 0.03565
 9 83.01 0.02109 67.20 0.01705
10 90.91 0.03823 75.10 0.03156
12 106.72 0.02904 90.91 0.02472
strongest S line starts from J = 6
strongest O line starts from J = 8
population with J <= 12: 0.8073
branch fractions at 300 K: S 0.4368, Q 0.2552, O 0.3080
in percent: S 43.68, Q 25.52, O 30.80
F_S - F_O, full sum: 0.1287
F_S - F_O, high-temperature law: 0.1294
ratio F_O/F_S: 0.7053
fractions with B raised by 2 percent: S 0.4374, Q 0.2553, O 0.3074
fractions with equal spin weights: S 0.4358, Q 0.2570, O 0.3071
wavelength for power fractions (input): 532 nm
fractions of scattered power: S 0.4308, Q 0.2558, O 0.3134
```
